# Cutoff dependence of μ* in comparing McMillan and Eliashberg transition temperatures: test program

```python
# Result under test: the Coulomb pseudopotential mu* belongs to a cutoff wc, and Tc of the
# linearized isotropic Eliashberg equation is unchanged when
#     1/mu*(w1) = 1/mu*(w2) + ln(w2/w1),  residual ~ -lam (Omega/w1)^2 / mu*(w1).
# Units hbar = kB = 1, frequencies in units of the (lowest) phonon frequency Omega.
# spec = [(Omega_i, lam_i)], lam(nu) = sum lam_i Omega_i^2/(Omega_i^2 + nu^2),
# K(w,w') = [lam(w-w') + lam(w+w')]/2, Z = renormalization from the uncut sum,
# D = weight/(w Z), psi = 1 + K D psi.  T is Tc when 1/mu*(wc) = -sum D psi, and
# d(1/mu*)/d ln wc = -psi(wc)^2/Z(wc).  L = ln(2 e^gamma w_log/(pi T)).
# Weak coupling: (1+lam)/L = lam/(1+c lam) - mu*(w_log), c = int f(1-f) dw/w, f = lam(w)/lam.
# Grid: lowest N0 Matsubara frequencies exact, the rest of the sum as Gauss panels up to wc.
import numpy as np
from scipy.special import psi as digamma
from scipy.optimize import brentq
from scipy.integrate import quad
from scipy.constants import k as k_B, e as q_e

N0 = 24
GX, GW = np.polynomial.legendre.leggauss(8)
C = 2*np.exp(np.euler_gamma)/np.pi

def panels(a, b, step):
    xs, ws = [], []
    while a < b:
        c = min(4*a, a + step, b) if a > 0 else min(step, b)
        xs.append(0.5*(a + c) + 0.5*(c - a)*GX)
        ws.append(0.5*(c - a)*GW)
        a = c
    return np.concatenate(xs), np.concatenate(ws)

def grid(T, wc):
    h = 2*np.pi*T
    assert N0*h < wc
    x, w = panels(N0*h, wc, 2.0)
    return np.concatenate([h*(np.arange(N0) + 0.5), x]), np.concatenate([np.full(N0, h), w])

def zfun(w, T, spec):
    S = 0.0
    for om, lam in spec:
        if T < 1e-4*om:   # the sum is a midpoint rule for arctan, relative error (T/om)^2
            S = S + lam*om*np.arctan(w/om)
        else:
            a = om/(2*np.pi*T)
            n = w/(2*np.pi*T) - 0.5
            S = S + np.pi*T*lam*(1 + 2*a*np.imag(digamma(n + 1 - 1j*a) - digamma(1 - 1j*a)))
    return 1 + S/w

def kern(x, y, spec):
    x, y = x[:, None], y[None, :]
    return sum(0.5*lam*om**2*(1/(om**2 + (x - y)**2) + 1/(om**2 + (x + y)**2)) for om, lam in spec)

def build(T, wc, spec):
    w, wt = grid(T, wc)
    s = np.sqrt(wt/(w*zfun(w, T, spec)))
    return w, s, s[:, None]*kern(w, w, spec)*s[None, :]

def iso(T, wc, spec):
    """1/mu*(wc) that makes T the critical temperature, and the function psi."""
    w, s, A = build(T, wc, spec)
    y = np.linalg.solve(np.eye(len(w)) - A, s)
    return -s @ y, lambda x: 1 + (kern(np.array([x]), w, spec) @ (s*y))[0]

def top(T, wc, spec):
    return np.linalg.eigvalsh(build(T, wc, spec)[2])[-1]

def rescale(mu1, w1, w2):
    return 1/(1/mu1 - np.log(w2/w1))

def mcmillan(lam, mu):
    return np.exp(-1.04*(1 + lam)/(lam - mu*(1 + 0.62*lam)))/1.2

# ---- model
Om_meV, lam, mu0, W_eV = 30.0, 0.6, 0.10, 5.0
K_per_Om = Om_meV*1e-3*q_e/k_B
W = W_eV*1e3/Om_meV
ein = [(1.0, lam)]
mu10, mu100, mu_bare = rescale(mu0, 1, 10), rescale(mu0, 1, 100), rescale(mu0, 1, W)
print(f"Omega = {Om_meV:.0f} meV = {K_per_Om:.1f} K, lambda = {lam}, W = {W_eV:.0f} eV")
print(f"mu*(Omega) = {mu0:.2f}, ln 10 = {np.log(10):.4f}, 2e^gamma/pi = {C:.4f}")
print(f"1/mu*(10 Omega) = {1/mu10:.4f}, mu*(10 Omega) = {mu10:.4f}")
print(f"mu*(100 Omega) = {mu100:.4f}")
print(f"ln(W/Omega) = {np.log(W):.4f}, bare mu = {mu_bare:.4f}, bound 1/ln = {1/np.log(W):.4f}")
print(f"0.10 at 10 Omega means mu*(Omega) = {rescale(mu0, 10, 1):.4f}")
print(f"0.10 at 100 Omega means mu*(Omega) = {rescale(mu0, 100, 1):.4f}")

# ---- shell sum against the logarithm (midpoint error 1/(24 N1^2) = 1.7e-5)
shell = np.sum(1/(np.arange(50, 500) + 0.5))
assert abs(shell - np.log(10)) < 2e-5
assert abs(np.sum(1/(np.arange(500) + 0.5)) - np.log(C*2*np.pi*500)) < 1e-6
print(f"shell sum m=50..499 = {shell:.6f}, ln 10 = {np.log(10):.6f}")

# ---- full Matsubara matrix, both signs of frequency, explicit Z
N = 70
T = 10/(2*np.pi*N)
mu_iso = 1/iso(T, 10.0, ein)[0]
m = np.arange(-N, N)
wm = np.pi*T*(2*m + 1)
lam_l = lam/(1 + (2*np.pi*T*np.arange(2*N + 1))**2)
npos = np.where(m >= 0, m, -m - 1)
Zm = 1 + np.pi*T*(2*np.cumsum(lam_l)[npos] - lam)/abs(wm)
sm = np.sqrt(np.pi*T/(abs(wm)*Zm))
ev = np.linalg.eigvalsh(sm[:, None]*(lam_l[abs(m[:, None] - m[None, :])] - mu_iso)*sm[None, :])[-1]
assert abs(ev - 1) < 2e-4
print(f"N = {N}, T = {T:.5f} Omega: iso-Tc mu* = {mu_iso:.4f}, top eigenvalue = {ev:.5f}")

# ---- Eliashberg and McMillan Tc
Tc0 = brentq(lambda t: top(t, 20.0, ein) - 1, 0.03, 0.08, xtol=1e-9)
tc = lambda mu, wc: brentq(lambda t: iso(t, wc, ein)[0] - 1/mu, 0.012, 0.9*Tc0, xtol=1e-9)
Tr10, Tr100, Tu10, Tu100 = tc(mu10, 10.0), tc(mu100, 100.0), tc(mu0, 10.0), tc(mu0, 100.0)
Tm, Tm13 = mcmillan(lam, mu0), mcmillan(lam, mu10)
for lab, t in [("Eliashberg mu*=0 (wc=20)", Tc0), ("Eliashberg rescaled, wc=10", Tr10),
               ("Eliashberg rescaled, wc=100", Tr100), ("Eliashberg copied 0.10, wc=10", Tu10),
               ("Eliashberg copied 0.10, wc=100", Tu100), ("McMillan mu*=0.10", Tm),
               ("McMillan with mu*(10 Omega)", Tm13)]:
    print(f"Tc {lab}: {t:.5f} Omega = {t*K_per_Om:.2f} K")
assert abs(Tr100/Tr10 - 1) < 0.01
assert Tu100/Tu10 - 1 > 0.05
assert abs(np.log(Tr10/Tm)) < abs(np.log(Tu10/Tm))
print(f"Tc change wc 10->100: rescaled {100*(Tr100/Tr10-1):.2f} %, copied {100*(Tu100/Tu10-1):.1f} %")
print(f"copied over rescaled at wc=10: {100*(Tu10/Tr10-1):.1f} %")
print(f"over McMillan at wc=10: rescaled {100*(Tr10/Tm-1):.1f} %, copied {100*(Tu10/Tm-1):.1f} %")
print(f"McMillan drop when mu*(10 Omega) is inserted: {100*(Tm13/Tm-1):.1f} %")
inv_fit = iso(Tm, 10.0, ein)[0]
w_impl = 10*np.exp(-(1/mu0 - inv_fit))
assert 0.2 < w_impl < 3
print(f"mu*(10 Omega) giving McMillan Tc = {1/inv_fit:.4f}, implied cutoff = {w_impl:.2f} Omega")

# ---- iso-Tc running of mu* at T = Tr10, no logarithm assumed
i10, p10 = iso(Tr10, 10.0, ein)
i20 = iso(Tr10, 20.0, ein)[0]
i100, p100 = iso(Tr10, 100.0, ein)
r10, r20 = i10 - i100 - np.log(10), i20 - i100 - np.log(5)
e10, e20 = -lam*i10/100, -lam*i20/400
assert 0.7 < r10/e10 < 1.0 and 0.6 < r20/e20 < 1.0   # estimate keeps only the 1/mu* term
assert 3.5 < r10/r20 < 6.0                           # a first-order term would give 2.25
print(f"iso-Tc 1/mu*: wc=10 {i10:.4f}, wc=20 {i20:.4f}, wc=100 {i100:.4f}")
print(f"1/mu*(10)-1/mu*(100) = {i10-i100:.4f}, residual {r10:.4f}, estimate {e10:.4f}")
print(f"residual 20->100 = {r20:.4f}, estimate {e20:.4f}, ratio r10/r20 = {r10/r20:.2f}")
h = 1e-2
fd = (iso(Tr10, 10*np.exp(h), ein)[0] - iso(Tr10, 10*np.exp(-h), ein)[0])/(2*h)
Z10 = zfun(np.array([10.0]), Tr10, ein)[0]
flow = -p10(10.0)**2/Z10
assert abs(fd - flow) < 1e-4 and abs(flow + 1) > 1e-2
print(f"flow at wc=10: finite difference {fd:.5f}, -psi^2/Z {flow:.5f}, Z {Z10:.4f}")
Z50 = zfun(np.array([50.0]), Tr10, ein)[0]
assert abs((Z50 - 1)/(np.pi*lam/100) - 1) < 0.02
assert abs(p100(50.0)/Z50 - 1) < 0.2*(Z50 - 1)
print(f"w=50, wc=100: Z-1 = {Z50-1:.5f}, psi-1 = {p100(50.0)-1:.5f}, psi/Z-1 = {p100(50.0)/Z50-1:.5f}")

# ---- two-square-well model in energy with the bare mu up to W
lam_w = 0.4
def top_well(t):
    parts = [panels(0.0, t, t), panels(t, 1.0, np.inf), panels(1.0, W, np.inf)]
    x = np.concatenate([p[0] for p in parts])
    wt = np.concatenate([p[1] for p in parts])
    s = np.sqrt(wt*np.tanh(x/(2*t))/x)
    th = (x < 1)*1.0
    return np.linalg.eigvalsh(np.outer(s, s)*(lam_w*np.outer(th, th) - mu_bare))[-1]
Tw = brentq(lambda t: top_well(t) - 1, 0.01, 0.1, xtol=1e-12)
Tw_f = C*np.exp(-1/(lam_w - mu0))
assert abs(Tw/Tw_f - 1) < 1e-6
print(f"two-well lambda={lam_w}: Tc matrix {Tw:.6f}, formula {Tw_f:.6f} (units w0)")
band = quad(lambda u: 2/np.pi*np.arctan(W*np.exp(-u)), np.log(10), np.log(W) + 40, limit=200)[0]
assert abs(band - np.log(W/10) - 20/(np.pi*W)) < 5e-5
print(f"band integral from wc=10: {band:.5f}, ln(W/wc) {np.log(W/10):.5f}, 2wc/(pi W) {20/(np.pi*W):.5f}")

# ---- which cutoff belongs to the lambda - mu* structure: modes at 1 and 4, equal lam_i
wlog, wbar2, wc = 2.0, np.sqrt(8.5), 80.0
f = lambda x: 0.5/(1 + x*x) + 8/(16 + x*x)
c_exact = quad(lambda x: f(x)*(1 - f(x))/x, 0, np.inf)[0]
res = []
for lw in (0.05, 0.025):
    sp = [(1.0, lw/2), (4.0, lw/2)]
    L0 = brentq(lambda L: top(C*wlog*np.exp(-L), wc, sp) - 1, 1/lw, 1/lw + 4, xtol=1e-9)
    L = 2*L0
    inv_c = iso(C*wlog*np.exp(-L), wc, sp)[0]
    row = [L0 - (1 + lw)/lw]
    for ref in (wlog, wbar2):
        sh = np.log(ref/wlog)
        row.append(inv_c + np.log(wc/ref) - 1/((1 + lw)*(1/(L0 + sh) - 1/(L + sh))))
    res.append(row)
    print(f"lambda={lw}: L0 {L0:.4f}, c {row[0]:.4f}, mismatch w_log {row[1]:.4f}, w2 {row[2]:.4f}")
ext = 2*np.array(res[1]) - np.array(res[0])
pred = -4*np.log(wbar2/wlog)
assert abs(ext[0] - c_exact) < 0.02
assert abs(ext[1]) < 0.05
assert abs(ext[2] - pred) < 0.1
print(f"w_log = {wlog:.3f}, w2 = {wbar2:.3f}, wc = {wc:.0f} (units of lower mode)")
print(f"lambda->0: c {ext[0]:.4f} (integral {c_exact:.4f})")
print(f"lambda->0 mismatch: w_log {ext[1]:.4f}, w2 {ext[2]:.4f} (predicted {pred:.4f})")
print("all assertions hold")
```

Running it gives:

```
Omega = 30 meV = 348.1 K, lambda = 0.6, W = 5 eV
mu*(Omega) = 0.10, ln 10 = 2.3026, 2e^gamma/pi = 1.1339
1/mu*(10 Omega) = 7.6974, mu*(10 Omega) = 0.1299
mu*(100 Omega) = 0.1854
ln(W/Omega) = 5.1160, bare mu = 0.2048, bound 1/ln = 0.1955
0.10 at 10 Omega means mu*(Omega) = 0.0813
0.10 at 100 Omega means mu*(Omega) = 0.0685
shell sum m=50..499 = 2.302569, ln 10 = 2.302585
N = 70, T = 0.02274 Omega: iso-Tc mu* = 0.1292, top eigenvalue = 1.00000
Tc Eliashberg mu*=0 (wc=20): 0.05599 Omega = 19.49 K
Tc Eliashberg rescaled, wc=10: 0.02263 Omega = 7.88 K
Tc Eliashberg rescaled, wc=100: 0.02253 Omega = 7.84 K
Tc Eliashberg copied 0.10, wc=10: 0.02784 Omega = 9.69 K
Tc Eliashberg copied 0.10, wc=100: 0.03162 Omega = 11.01 K
Tc McMillan mu*=0.10: 0.02287 Omega = 7.96 K
Tc McMillan with mu*(10 Omega): 0.01612 Omega = 5.61 K
Tc change wc 10->100: rescaled -0.46 %, copied 13.6 %
copied over rescaled at wc=10: 23.0 %
over McMillan at wc=10: rescaled -1.1 %, copied 21.7 %
McMillan drop when mu*(10 Omega) is inserted: -29.5 %
mu*(10 Omega) giving McMillan Tc = 0.1284, implied cutoff = 1.10 Omega
iso-Tc 1/mu*: wc=10 7.6974, wc=20 7.0357, wc=100 5.4343
1/mu*(10)-1/mu*(100) = 2.2631, residual -0.0395, estimate -0.0462
residual 20->100 = -0.0080, estimate -0.0106, ratio r10/r20 = 4.91
flow at wc=10: finite difference -0.91098, -psi^2/Z -0.91099, Z 1.0883
w=50, wc=100: Z-1 = 0.01861, psi-1 = 0.01705, psi/Z-1 = -0.00153
two-well lambda=0.4: Tc matrix 0.040450, formula 0.040450 (units w0)
band integral from wc=10: 2.85159, ln(W/wc) 2.81341, 2wc/(pi W) 0.03820
lambda=0.05: L0 21.6141, c 0.6141, mismatch w_log 0.1633, w2 -1.2966
lambda=0.025: L0 41.6283, c 0.6283, mismatch w_log 0.0828, w2 -1.4005
w_log = 2.000, w2 = 2.915, wc = 80 (units of lower mode)
lambda->0: c 0.6425 (integral 0.6428)
lambda->0 mismatch: w_log 0.0023, w2 -1.5043 (predicted -1.5075)
all assertions hold
```
